# The Period of the Surface-State Interaction between Adatoms

**Problem.** Two identical adatoms sit a distance $r$ apart on a metal surface. The surface carries a two-dimensional band of electrons with a circular Fermi contour of wave number $k_F=2.17$ per nm. The adatoms scatter these electrons, and so the electronic energy depends on $r$. Show that this mediated interaction $E(r)$ oscillates with a period of 1.45 nm.

Because the interaction also decays with distance, $E(r)$ itself is not periodic. The claim to be shown is that $r^2E(r)$ becomes periodic at large $k_Fr$, with the stated period.

Assume independent electrons with two spin states, a parabolic band of mass $m$, zero temperature, and adatoms small enough to scatter only s-waves. The Fermi level $E_F$, measured from the band bottom, is held fixed by the bulk metal. The algebra uses atomic units, so $E_F=k_F^2/2m$.

## Hints

1. At fixed Fermi level, a state of energy $E_n$ contributes $\min(E_n-E_F,0)$. Form the combination "both adatoms, minus each alone, plus none".
2. Write $|x|$ as an integral of a logarithm. The sum over states then becomes the logarithm of a determinant.
3. An electron that travels from one adatom to the other and back collects the phase $2kr$. Find out which $k$ survives the integration at large $r$.

## Solution

**From levels to a determinant.** Let $x_n=E_n-E_F$. Per spin, the energy at fixed Fermi level is

$$\Omega=\sum_n\min(x_n,0)=\tfrac12\sum_n\left(x_n-|x_n|\right).$$

With two spins, the interaction is $E=2(\Omega_{AB}-\Omega_A-\Omega_B+\Omega_0)$, where the subscripts name the adatoms present. The sum of the $x_n$ is a trace of the Hamiltonian minus a constant. The adatom potentials add, so these traces cancel in the combination. With $S=\sum_n|x_n|$,

$$E=-(S_{AB}-S_A-S_B+S_0).$$

Next, integration by parts gives

$$\int_0^\infty\ln\left(1+\frac{x^2}{\eta^2}\right)d\eta=\int_0^\infty\frac{2x^2}{\eta^2+x^2}\,d\eta=\pi|x|,$$

since the boundary term $\eta\ln(1+x^2/\eta^2)$ vanishes at both ends. Also $\sum_n\ln(x_n^2+\eta^2)=2\ln|D|$, where $D=\det(E_F+i\eta-H)$. The terms in $\ln\eta^2$ cancel because all four systems have the same number of states. Hence

$$E=-\frac2\pi\int_0^\infty\ln\left|\frac{D_{AB}D_0}{D_AD_B}\right|d\eta .$$

**Reduction to two sites.** Let each adatom act on one local orbital with strength $v$. Let $G_0=(E_F+i\eta-H_0)^{-1}$ be the Green function of the clean surface, $g$ its value on one site, and $G$ its value between the two sites. Dividing by $D_0$ leaves $\det(1-G_0V)$, which differs from 1 only through the two adatom sites:

$$\frac{D_{AB}}{D_0}=\begin{vmatrix}1-gv&-Gv\\-Gv&1-gv\end{vmatrix}=(1-gv)^2-v^2G^2,\qquad \frac{D_A}{D_0}=\frac{D_B}{D_0}=1-gv .$$

With $t=v/(1-gv)$, which contains all repeated scattering at one adatom,

$$E=-\frac2\pi\int_0^\infty\ln\left|1-t^2G^2\right|d\eta. \tag{1}$$

The product $t^2G^2$ describes one round trip between the adatoms.

**The Green function.** At energy $E_F+i\eta$ set $k=\sqrt{2m(E_F+i\eta)}$, with positive imaginary part. The equation for $G$ is $(\nabla^2+k^2)G=2m\,\delta(\mathbf r)$. Its solution that decays at large $r$ is

$$G(r)=-\frac{im}{2}H_0^{(1)}(kr).$$

The factor follows from small $r$, where $H_0^{(1)}\approx(2i/\pi)\ln r$ plus a constant. This gives $G\approx(m/\pi)\ln r$, and $\nabla^2\ln r=2\pi\delta(\mathbf r)$.

**The scattering strength.** For real $k$, an incident s-wave $J_0(kr)$ has the value 1 at the adatom, so the full wave outside is

$$\psi=J_0+tG=\left(1-\frac{imt}{2}\right)J_0+\frac{mt}{2}Y_0,$$

where $H_0^{(1)}=J_0+iY_0$. The phase shift $\delta$ is defined by $\psi\propto\cos\delta\,J_0-\sin\delta\,Y_0$. Writing $u=mt/2$ and comparing ratios,

$$\frac{u}{1-iu}=-\tan\delta\quad\Rightarrow\quad u=\frac{-\tan\delta}{1-i\tan\delta}=-e^{i\delta}\sin\delta .$$

With the amplitude $f=e^{i\delta}\sin\delta$ this reads $t=-2f/m$. Therefore $tG=ifH_0^{(1)}(kr)$, and the logarithm in (1) becomes $\ln|1+f^2[H_0^{(1)}(kr)]^2|$.

**Large distance.** For large $|kr|$, $H_0^{(1)}\approx\sqrt{2/(\pi kr)}\,e^{i(kr-\pi/4)}$, so

$$[H_0^{(1)}]^2\approx\frac{2}{\pi kr}e^{2ikr}e^{-i\pi/2}=-\frac{2i}{\pi kr}e^{2ikr}.$$

This is small, and $\ln|1+w|\approx\mathrm{Re}\,w$. Near the Fermi level $k\approx k_F+im\eta/k_F$, so the round-trip factor is

$$e^{2ikr}\approx e^{2ik_Fr}\,e^{-2m\eta r/k_F}.$$

The integrand is cut off at $\eta\sim k_F/(2mr)=E_F/(k_Fr)$, which is much less than $E_F$. In this narrow range $f$ and the prefactor $1/k$ may be taken at the Fermi level, provided that $f$ is smooth there. Write $f=|f|e^{i\theta}$; for an elastic adatom $|f|=|\sin\delta|$. The remaining integral is $\int_0^\infty e^{-2m\eta r/k_F}d\eta=k_F/(2mr)$, and

$$E\approx-\frac2\pi\cdot\frac{k_F}{2mr}\cdot\frac{2}{\pi k_Fr}\,\mathrm{Re}\left[-if^2e^{2ik_Fr}\right].$$

Since $\mathrm{Re}[-ie^{i\varphi}]=\sin\varphi$, and $1/m=2E_F/k_F^2$,

$$E(r)\approx-\frac{2|f|^2}{\pi^2mr^2}\sin(2k_Fr+2\theta)=-\frac{4E_F}{\pi^2}|f|^2\,\frac{\sin(2k_Fr+2\theta)}{(k_Fr)^2}. \tag{2}$$

The neglected terms are smaller than the amplitude of (2) by a factor of order $1/(k_Fr)$.

**The period.** In $r^2E$ the distance enters only through the sine. The smallest shift that restores it satisfies $2k_F\,\Delta r=2\pi$, so

$$\Delta r=\frac{\pi}{k_F}=\frac{3.1416}{2.17\ \text{nm}^{-1}}=1.45\ \text{nm}\quad(14.5\ \text{angstrom}).$$

This is half the Fermi wavelength of 2.895 nm, because the electron covers the distance twice. Neither the mass nor the scattering amplitude enters once $k_F$ is given. They set the strength and the position of the pattern.

The law $\pi/k_F$ was also tested on energies computed without Hankel functions or the large-distance approximation. Equation (1), in its thermal form given in Variation 1, was evaluated with an explicit sum over the waves of a square lattice. The adatom strength was 3 and the thermal energy 0.005, both in units of the hopping energy. To remove the expected decay, the energies were multiplied by $r^2$ and divided by the thermal factor of Variation 1, with the lattice value of the Fermi velocity in place of $k_F/m$. A sinusoid $s(r)$ of period $\Delta r$, sampled at whole sites, obeys $s(r+1)+s(r-1)=2\cos(2\pi/\Delta r)\,s(r)$. The period was read from a least-squares fit of this relation to the result. Over separations of 15 to 45 sites along an axis, Fermi wave numbers of 0.45, 0.60 and 0.80 per site gave periods of 6.978, 5.235 and 3.926 sites. The values of $\pi/k_F$ are 6.981, 5.236 and 3.927 sites. Changing the range of separations or halving the temperature moves the first fitted period by up to 0.002 sites and the other two by up to 0.001.

## Reading the numbers

Take a rough band mass of 0.4 electron masses, which gives $E_F=0.449$ eV, and choose $\delta=90^\circ$ at the Fermi level, the phase shift of strongest elastic scattering, called resonant below. Then $f=i$ and $\theta=\pi/2$, and (2) becomes

$$E\approx+\frac{4E_F}{\pi^2}\,\frac{\sin 2k_Fr}{(k_Fr)^2},\qquad \frac{4E_F}{\pi^2}=0.182\ \text{eV}.$$

To evaluate (1) at moderate distances, $f$ is needed away from the Fermi level too. For a point scatterer $1/t=1/v-g$. At small $r$, $H_0^{(1)}(kr)\approx(2i/\pi)\ln(kr)$ plus a constant independent of $k$, so $G\approx(m/\pi)\ln(kr)$ plus a constant, and $g$ changes by $(m/\pi)\ln(k/k_F)$ between $k_F$ and $k$; the short-distance infinity of $g$ is common to both and is absorbed in $v$. Since $1/t=-(m/2)(\cot\delta-i)$,

$$\cot\delta(k)=\cot\delta(k_F)+\frac2\pi\ln\frac{k}{k_F}.$$

With this input, the first four minima of the full integral (1) are:

| Minimum | $r$ (nm) | $E$ (eV) |
|---|---|---|
| 1 | 1.021 | −0.0413 |
| 2 | 2.500 | −0.0067 |
| 3 | 3.960 | −0.0026 |
| 4 | 5.414 | −0.0014 |

Their spacings are 1.479, 1.460 and 1.454 nm, and the spacing between minima 5 and 6 is 1.450 nm. They approach 1.448 nm from above.

The falling envelope accounts for the direction of this approach. Setting the derivative of $\sin(2x)/x^2$ to zero, with $x=k_Fr$, gives $\tan2x=x$. Each minimum of (2) therefore lies at a smaller $x$ than the minimum of the sine, by about $1/(2x)$. This inward shift is larger for the inner minima, which stretches the spacings. For minimum 2 the sine alone gives $x=7\pi/4=5.50$ and the estimated shift is 0.09. The full integral has its minimum at 5.42, a shift of 0.07. The corrections missing in (2) act at the same order in $1/x$. For the resonant adatom, the next term $-1/(8kr)$ in the phase of $H_0^{(1)}$ moves each minimum outward by $1/(8x)$, so the net inward shift tends to $3/(8x)$, which is 0.07 at $x=5.50$.

At this minimum (2) gives −0.0061 eV against −0.0067 eV from (1), an error of 8% relative to the full value.

## Beside a real surface

The chosen $k_F$ and mass are in the rough regime of the surface state on Cu(111). The strength rests on two assumptions about the adatom. The phase shift was chosen, and by (2) the strength for an elastic adatom is proportional to $\sin^2\delta$, which is largest at the chosen $90^\circ$. The scattering was also taken as elastic, whereas a real adatom can send surface electrons into bulk states. As Variation 2 shows, complete absorption cuts the resonant strength in (2) to one quarter. The point scatterer behind the table also binds a state at an energy $E_F$ below the band bottom, which is a feature of the model and not a measured level of a copper adatom. The depths above are therefore model values and not predictions for copper.

Where an estimate below needs a distance, that of minimum 2 is used.

- A rough level width $\Gamma=0.02$ eV adds $\Gamma/2$ to $\eta$. This multiplies (2) by $\exp[-\Gamma k_Fr/(2E_F)]=0.89$.
- A rough adatom dipole $p=0.02$ $e\,$nm, taken as the adatom charge times its height above the image plane, with a factor of two for the image charges, gives a repulsion $2p^2/(4\pi\varepsilon_0r^3)=0.00007$ eV. This is about 5% of the fully absorbed depth.
- Adatoms occupy lattice sites. Half of a rough surface atom spacing of 0.255 nm is 9% of the period, so along a row with this spacing the nearest site can miss a minimum by up to this fraction of a period.
- Lowering the band by 0.01 eV at fixed Fermi level raises $k_F$ and shortens the period to 1.43 nm.

Elastic distortion of the crystal and direct interaction through bulk electrons are left out. They can matter at short distance, where (2) is also least accurate. On a surface whose Fermi contour is not circular, a single period for all directions is no longer guaranteed.

## Variation 1: a warm surface

*How does temperature $T$ change the oscillation, with the chemical potential held at $E_F$?*

The energy per state is replaced by its thermal counterpart,

$$-k_BT\ln\left(1+e^{-x/k_BT}\right)=\frac x2-k_BT\ln\left(2\cosh\frac{x}{2k_BT}\right).$$

The linear term cancels as before. The product formula for the hyperbolic cosine is

$$\cosh\frac{x}{2k_BT}=\prod_{n=0}^\infty\left(1+\frac{x^2}{\eta_n^2}\right),\qquad\eta_n=(2n+1)\pi k_BT .$$

Comparison with the zero-temperature integral for $|x|$ shows that $\int d\eta$ becomes $2\pi k_BT\sum_n$. The exponential in the large-distance integrand now gives

$$2\pi k_BT\sum_{n=0}^\infty e^{-(2n+1)X}=\frac{\pi k_BT}{\sinh X},\qquad X=\frac{2\pi mk_BTr}{k_F}=\frac{\pi k_BT\,k_Fr}{E_F}.$$

Dividing by the earlier value $k_F/(2mr)$, the law (2) is multiplied by $X/\sinh X$. To this order the sine is untouched and its period is $\pi/k_F$. This rests on expanding $k$ linearly in $\eta$. At large $X$ only $\eta_0=\pi k_BT$ survives, and the real part of $k=k_F\sqrt{1+i\eta_0/E_F}$ is about $k_F[1+(\pi k_BT/E_F)^2/8]$. The period is therefore shorter by the fraction $(\pi k_BT/E_F)^2/8$. This is negligible at 15 K and 0.4% at 300 K, where the period is 1.442 nm. On a real surface the band bottom also drifts relative to the Fermi level with temperature, which is not modelled here.

At minimum 2 and 300 K, $X=\pi(0.02585)(5.424)/0.449=0.98$ and the factor is 0.86, which is only an estimate at this moderate distance because the factor was derived for large $k_Fr$; the thermal form of (1) gives a ratio of 0.89 there. At 15 K it is 0.9996. For large $X$ the factor tends to $2Xe^{-X}$, and the oscillation is lost exponentially with distance.

The motion of the adatoms is a separate matter. At 300 K the thermal energy of 0.026 eV exceeds the model depth of minimum 2, 0.0067 eV, so this well gives only a weak preference for its distance. How long a pair stays there also depends on the barrier for hopping between surface sites, which is not modelled here. At 15 K the thermal energy is 0.0013 eV, still comparable with the fully absorbed depth of 0.0015 eV.

## Variation 2: an absorbing adatom

*What happens if every s-wave electron that reaches an adatom disappears into the bulk?*

Split the incident wave into incoming and outgoing parts, $J_0=\tfrac12(H_0^{(2)}+H_0^{(1)})$. The full wave is then

$$\psi=J_0+ifH_0^{(1)}=\tfrac12\left[H_0^{(2)}+(1+2if)H_0^{(1)}\right].$$

The ratio of outgoing to incoming amplitude is $S=1+2if$, so $f=(S-1)/(2i)$. An elastic adatom has $S=e^{2i\delta}$, which returns $f=e^{i\delta}\sin\delta$. Complete absorption means $S=0$, hence

$$f=\frac i2,\qquad |f|^2=\frac14,\qquad\theta=\frac\pi2 .$$

The loss enters $t$, and (2) still holds for the part of the interaction carried by the surface state. Compared with the resonant elastic adatom, the phase is the same and the strength is one quarter. At $r=2.50$ nm the value from (2) changes from −0.0061 to −0.0015 eV, while the period stays at 1.45 nm. An adatom that returns no s-wave still interacts, because removing the outgoing half of the incident wave is itself a disturbance that reaches the other adatom.

The numerical output below lists the values used here.

## Table of computed values

```
Fermi wave number: 2.17 per nm
band mass (rough): 0.40 electron masses
phase shift at Fermi level (chosen): 90 degrees
Fermi energy above band bottom: 0.449 eV
Fermi wavelength: 2.895 nm
oscillation period pi/kF: 1.4477 nm
oscillation period, converted: 14.48 angstrom
prefactor 4 EF/pi^2: 0.1818 eV
minimum 1, full integral: r = 1.021 nm, E = -0.041315 eV
minimum 2, full integral: r = 2.500 nm, E = -0.006658 eV
minimum 3, full integral: r = 3.960 nm, E = -0.002590 eV
minimum 4, full integral: r = 5.414 nm, E = -0.001368 eV
minimum 5, full integral: r = 6.865 nm, E = -0.000845 eV
minimum 6, full integral: r = 8.315 nm, E = -0.000573 eV
spacing of minima 1 and 2: 1.4785 nm
spacing of minima 2 and 3: 1.4604 nm
spacing of minima 3 and 4: 1.4536 nm
spacing of minima 4 and 5: 1.4511 nm
spacing of minima 5 and 6: 1.4499 nm
kF r at minimum 2: 5.424
large-distance law at minimum 2, elastic: -0.006112 eV
same with complete absorption: -0.001528 eV
strength ratio, absorbing to elastic: 0.250
thermal energy at 15 K: 0.00129 eV
thermal factor at minimum 2, 15 K: 0.9996
thermal energy at 300 K: 0.02585 eV
thermal factor at minimum 2, 300 K: 0.8556
level width (rough): 0.020 eV
width factor at minimum 2: 0.886
adatom dipole (rough): 0.020 e nm
dipole repulsion at minimum 2: 0.000074 eV
surface atom spacing (rough): 0.255 nm
half that spacing over the period: 0.088
band lowered by: 0.010 eV
period after that shift: 1.4319 nm
cluster test, largest error: 8.2e-14 hopping units
far-law test, largest scaled error times kF r: 0.713
lattice kF = 0.45: period 6.978, pi/kF 6.981 sites
lattice kF = 0.60: period 5.235, pi/kF 5.236 sites
lattice kF = 0.80: period 3.926, pi/kF 3.927 sites
```
